# Six Alternating Polar Domains Around a Trimer Vortex in Hexagonal Manganites

## A case that can be seen through

Take a structural distortion with fixed amplitude $Q>0$ and free phase $\phi$, coupled to a polar displacement $P$ by

$$f=\tfrac12 a_PP^2-gPQ^3\cos3\phi ,\qquad a_P>0,\quad g>0 .$$

The first term alone would give $P=0$. The second acts on $P$ as a force $gQ^3\cos3\phi$. Completing the square gives

$$f=\frac{a_P}{2}\left(P-\frac{gQ^3\cos3\phi}{a_P}\right)^2-\frac{g^2Q^6}{2a_P}\cos^2 3\phi .$$

The square vanishes when $P=gQ^3\cos3\phi/a_P$. What remains is lowest when $\cos3\phi=\pm1$, which means $\phi=n\pi/3$ with $n=0,\dots,5$. There $\cos3\phi=\cos n\pi=(-1)^n$, so a walk once around the circle of phases meets six states with $P$ of alternating sign.

Three things are missing. The crystal has a sixfold phase anisotropy of its own, which may oppose these minima. The amplitude $Q$ must be found, not fixed. And a circle of phases is not yet a pattern in space. The first derivation below supplies all three from an energy. The second uses symmetry and continuity.

## Variables, symmetry and energy

The trimer distortion triples the area of the cell. In one layer of the high-symmetry crystal, let three sublattices of a triangular lattice move out of the plane by

$$u_j=Q\cos(\phi+2\pi j/3),\qquad j=0,1,2 .$$

The other layers are taken to follow the same $Q$ and $\phi$. Since $\sum_ju_j=0$, the distortion has no net out-of-plane displacement at first order. The polar mode $P$ is a separate amplitude along the same axis.

Three operations of the undistorted crystal fix what the energy may contain:

- A lattice translation permutes the sublattices cyclically: $\phi\to\phi+2\pi/3$, $P\to P$.
- A twofold axis in the plane, along a line of nearest neighbours, keeps the sublattices and reverses every out-of-plane displacement: $\phi\to\phi+\pi$, $P\to-P$.
- A vertical mirror perpendicular to that line exchanges sublattices 1 and 2: $\phi\to-\phi$, $P\to P$.

Write $\psi=Qe^{i\phi}$ and consider a term $P\psi^m(\psi^*)^k$, whose phase is $(m-k)\phi$. Translation requires $m-k$ to be a multiple of 3. The twofold axis reverses $P$ and multiplies the rest by $(-1)^{m+k}$, so $m+k$ must be odd, and then $m-k$ is odd too. The lowest choice is $m=3$, $k=0$ or its conjugate, and the mirror selects the real part, $PQ^3\cos3\phi$. Without $P$, $m-k$ must be even and a multiple of 3, hence a multiple of 6. The first phase anisotropy is therefore $Q^6\cos6\phi$.

The cubic coupling has a direct meaning. From $\cos^3x=(3\cos x+\cos3x)/4$, and because the three first harmonics cancel,

$$\sum_ju_j^3=\frac{Q^3}{4}\sum_j\cos(3\phi+2\pi j)=\frac34Q^3\cos3\phi .$$

It measures the difference between a "one far up, two half down" pattern and its reverse.

The model energy per trimerized cell is

$$f=\frac a2Q^2+\frac b4Q^4+\frac{Q^6}{6}(c+c'\cos6\phi)-gPQ^3\cos3\phi+\frac{g'}2Q^2P^2+\frac{a_P}2P^2 ,$$

with $a<0$, $b,g,g',a_P>0$ and $c>|c'|$. It is a mean-field, truncated expansion: other allowed terms, such as $P^4$, are left out, and so are long-range electric fields. Reversing the sign of $g$ would reverse every $P$ and leave the alternation intact.

## First derivation: minimizing the energy

### Removing the polarization

At fixed $Q,\phi$ the energy is quadratic in $P$, with curvature $\chi=a_P+g'Q^2>0$. Setting $\partial f/\partial P=\chi P-gQ^3\cos3\phi=0$ gives

$$P=\frac{gQ^3\cos3\phi}{\chi}. $$

The polar mode has no instability of its own. It is displaced by the trimers, which is what makes the ferroelectricity improper. Substitution leaves $-g^2Q^6\cos^23\phi/(2\chi)$, and $\cos^23\phi=(1+\cos6\phi)/2$ turns the energy into

$$f_{\rm eff}=f_{\rm iso}(Q)-A(Q)Q^6\cos6\phi,\qquad A=\frac{g^2}{4\chi}-\frac{c'}6 ,$$

$$f_{\rm iso}=\frac a2Q^2+\frac b4Q^4+\frac c6Q^6-\frac{g^2Q^6}{4\chi}.$$

The coupling thus produces a sixfold anisotropy of its own, which competes with $c'$ when $c'>0$. If $A>0$, the phase sits at $n\pi/3$ and

$$P_n=(-1)^nP_0,\qquad P_0=\frac{gQ_0^3}{\chi(Q_0)} .$$

If $A<0$, it sits at $\pi/6+n\pi/3$, where $\cos3\phi=0$ and $P=0$. There are again six domains, but they are nonpolar. The alternating pattern is therefore conditional: at the equilibrium amplitude it needs $c'<3g^2/(2\chi)$.

### Amplitude and threshold

Let $q=Q^2$. On the polar branch $\cos6\phi=1$ and

$$h_+(q)=\frac{aq}2+\frac{bq^2}4+\frac{(c+c')q^3}6-\frac{g^2q^3}{2\chi},\qquad \chi=a_P+g'q .$$

The derivative of $q^3/\chi$ is $q^2(3\chi-g'q)/\chi^2=q^2(3a_P+2g'q)/\chi^2$. Twice the condition $h_+'=0$ is then

$$a+bq+(c+c')q^2=\frac{g^2q^2(3a_P+2g'q)}{\chi^2}.$$

On the nonpolar branch $\cos6\phi=-1$ and $P=0$, so

$$h_-(q)=\frac{aq}2+\frac{bq^2}4+\frac{(c-c')q^3}6,\qquad a+bq+(c-c')q^2=0 .$$

A minimum exists: the coupling lowers the energy by at most $g^2Q^4/(2g')$, which the positive sixth-order term outgrows, while $a<0$ makes $Q=0$ unstable.

Let $q_\pm$ be the minimizers of $h_\pm$. The true ground state is polar when $h_+(q_+)<h_-(q_-)$. This comparison guarantees $A(q_+)>0$. Indeed $h_-(q)-h_+(q)=2Aq^3$; if $A(q_+)$ were zero or negative, then $h_-(q_+)\le h_+(q_+)<h_-(q_-)$, contradicting the choice of $q_-$.

At equal energies with $q_+\ne q_-$, the same argument gives $A(q_+)>0$ and $A(q_-)<0$. Each state is then stable against a small phase rotation, so the change from polar to nonpolar order is discontinuous in this model, with a window of coexistence.

If $g^2\le bg'/2$, the distortion sets in continuously: the coupling, which lowers the energy by at most $g^2Q^4/(2g')$, cannot outweigh $bQ^4/4$. Near the onset, $a\to0^-$, the fourth-order term then sets $Q^2\simeq-a/b$ and $\chi\simeq a_P$, hence

$$|P|\simeq\frac g{a_P}\left(\frac{-a}{b}\right)^{3/2}.$$

The trimer amplitude grows with exponent $1/2$, the polarization with $3/2$. This is the leading mean-field behaviour on the polar side of a continuous onset. A sufficiently strong coupling $g$ makes the distortion appear by a jump instead, and the law then does not apply.

### The wall between neighbours

For slow variation in space add $\tfrac s2|\nabla\psi|^2=\tfrac s2[(\nabla Q)^2+Q^2(\nabla\phi)^2]$. Two approximations make the wall solvable: $Q=Q_0$ is held fixed, and $P$ has no gradient energy of its own, so it follows the local phase. Measured from the domain energy, and with $1-\cos6\phi=2\sin^23\phi$, the density in one dimension is

$$\varepsilon=\frac{sQ_0^2}2\phi'^2+2AQ_0^6\sin^23\phi .$$

Choose $k=2Q_0^2\sqrt{A/s}$, so that $sQ_0^2k^2/2=2AQ_0^6$. Then

$$\varepsilon=\frac{sQ_0^2}2\left(|\phi'|-k|\sin3\phi|\right)^2+sQ_0^2k|\phi'\sin3\phi| .$$

The square is non-negative. For a phase step from $0$ to $\pi/3$, the last term integrates to at least

$$\sigma=sQ_0^2k\int_0^{\pi/3}\sin3\phi\,d\phi=\frac23sQ_0^2k=\frac43Q_0^4\sqrt{sA}.$$

The bound is reached when $\phi'=k\sin3\phi$. With $v=3\phi$ this reads $v'/\sin v=3k$, and since $\int dv/\sin v=\ln\tan(v/2)$,

$$\tan\frac{3\phi}2=e^{x/\ell},\qquad \ell=\frac1{3k}=\frac1{6Q_0^2\sqrt{A/s}} .$$

Using $\cos v=(1-\tan^2\frac v2)/(1+\tan^2\frac v2)$,

$$P(x)=P_0\cos3\phi=P_0\frac{1-e^{2x/\ell}}{1+e^{2x/\ell}}=-P_0\tanh(x/\ell).$$

This wall changes both the trimer phase and the sign of $P$: between neighbouring domains the two orders share one wall.

Could a wall join $n=0$ directly to $n=2$, where $P$ is the same? Its phase must pass $\pi/3$, so its energy is at least $2\sigma$. Equality would require $|\phi'|=k|\sin3\phi|$ everywhere. But near $\phi=\pi/3$ that equation gives $|\phi'|\simeq3k|\phi-\pi/3|$, an exponential approach that takes infinite distance. No finite-width wall reaches the bound; the energy is lowered towards $2\sigma$ by separating two ordinary walls, with the domain $n=1$ of opposite $P$ between them. This argument needs the fixed amplitude. With $Q$ free it can fail when the anisotropy is so strong that the amplitude is softer than the phase. For $b=0.2$ eV/Å$^4$, $c'=-0.8$ eV/Å$^6$ and the other parameters as in the numerical case below, a single wall from $n=0$ to $n=2$ costs 0.84 of two separate walls. It lowers $Q$ to about half and holds only a thin strip of partly reversed $P$.

### Closing the loop

Let $\phi$ change by $2\pi w$ around a closed loop on which $Q\neq0$; the integer $w$ is the winding. A structural vortex has $w=1$, an antivortex $w=-1$. The phase must cross at least $6|w|$ of the values $\pi/6+n\pi/3$, and $P$ changes sign at each crossing. If the phase is monotone and $w=1$, there are six crossings, and the domains come in the order $0,1,2,3,4,5$ with polarization $+-+-+-$. An antivortex has the reverse order.

At fixed amplitude the integrated bound above also applies to a circle of radius $r$: each phase interval of $\pi/3$ contributes at least $\sigma$, so the energy per unit radial distance is at least $6|w|\sigma$. When $Q$ may relax, the energy can fall below this value, by 2% on a large circle in the numerical case below. For $r\gg\ell$ six separated walls approach this value, and the plateaus between them are true domains. Close to the core they overlap and the phase turns more evenly. An isolated vortex consequently costs an energy that grows linearly with its outer radius, unlike a vortex without anisotropy, whose energy grows logarithmically.

## A numerical case

The parameters are round and describe no particular compound: $a=-2$ eV/Å$^2$, $b=2$ eV/Å$^4$, $c=1$, $c'=0.2$ eV/Å$^6$, $g=1$, $g'=4$ eV/Å$^4$, $a_P=1$ eV/Å$^2$, $s=10$ eV. The full results are in the numerical output.

The polar amplitude equation gives $q_0=0.7921$ Å$^2$. Its left side is $-2+1.584+1.2(0.6274)=0.337$, and its right side $0.6274(3+6.337)/4.168^2=0.337$, in eV/Å$^2$. Hence $Q_0=0.890$ Å, $\chi=1+4(0.7921)=4.168$ eV/Å$^2$, and

$$A=\frac1{4(4.168)}-\frac{0.2}6=0.0266\ \text{eV/Å}^6,\qquad P_0=\frac{0.890^3}{4.168}=0.169\ \text{Å}.$$

With an effective charge of $10e$ and a cell volume of 400 Å$^3$, the polarization is $10eP_0/(400\ \text{Å}^3)=6.8$ µC/cm$^2$. Direct minimization over all three variables, with $P$ not eliminated, finds the six phases $0^\circ,60^\circ,\dots,300^\circ$ and the alternating values $\pm0.169$ Å. At $c'=0.6$ eV/Å$^6$ it finds six states with $P=0$.

The energies of the two kinds of state cross at $c'=0.364$ eV/Å$^6$. Nonpolar states are locally stable above 0.358 and polar ones below 0.370, so the coexistence window is narrow. The second derivatives of the full energy were tested at the crossing and just outside each limit, and agree. The onset exponent of $P$, computed close to $a=0$, is 1.50.

For the wall,

$$\ell=\frac1{6(0.7921)\sqrt{0.02664/10}}=4.08\ \text{Å},\qquad \sigma=\frac43(0.6274)\sqrt{0.2664}=0.432\ \text{eV Å}$$

per cell. Division by the cell volume gives 17.3 mJ/m$^2$. A length of a few ångström is comparable to a lattice spacing, so the continuum wall is illustrative here, not a prediction at atomic resolution.

When $Q$ may relax, it falls to 0.867 Å inside the wall and the energy becomes 0.423 eV Å per cell. The fixed-amplitude formula is thus 2% above the relaxed value. The sign of the error is required: the fixed-$Q$ profile is one of the trial profiles open to the relaxed problem.

A narrow wall with phase step $2\pi/3$, relaxed with $Q$ free, opened a region of reversed $P$ from 2.5 to 49.5 Å wide, with $P=-0.169$ Å inside. The final width belongs to a finite interval with fixed ends and is not a material length.

On a circle of radius 10 Å the fixed-amplitude energy is 1.27 times $6\sigma$; at 30 Å it is 1.002 times. The first value can be understood from a trial phase that turns uniformly, $\phi'=1/r$, for which $\sin^23\phi$ averages to $\tfrac12$:

$$2\pi r\left(\frac{sQ_0^2}{2r^2}+AQ_0^6\right)=62.8\,(0.0396+0.0132)=3.32\ \text{eV Å},$$

or $1.28\times6\sigma$. The minimum lies slightly below this, so at 10 Å the phase is still close to uniform winding and distinct domains have barely formed.

Finally, a two-dimensional field was relaxed with uniform winding imposed at its outer edge and nothing imposed inside. A loop of radius 25 Å meets the domains in the order $1,2,3,4,5,0$, with peak polarizations $-+-+-+$ of magnitude 0.169 Å. The smallest $Q$ on the grid near the core is zero to the printed precision.

## Second derivation: symmetry and continuity

Now forget the polynomial. Combine the twofold operation $\phi\to\phi+\pi$, $P\to-P$ with the translation $\phi\to\phi-2\pi/3$. The result is

$$R:\quad \phi\to\phi+\frac\pi3,\qquad P\to-P .$$

Together with the mirror $M:\phi\to-\phi$, $P\to P$, it generates twelve operations: six powers $R^m$ and six reflections

$$R^mM:\quad \phi\to-\phi+\frac{m\pi}3,\qquad P\to(-1)^mP .$$

Every operation maps a ground state to a ground state of equal energy. The number of distinct states obtained from one of them is 12 divided by the number of operations that leave it unchanged.

Suppose that the ground states have $Q\ne0$ and $P\neq0$, that all are related by symmetry, and that there are six. Then each is left unchanged by two operations: the identity and one other. The other cannot be a power of $R$, since a rotation of the phase by less than $2\pi$ moves every $\psi\ne0$. It is a reflection $R^mM$, whose fixed phases satisfy $2\phi=m\pi/3$ modulo $2\pi$, so $\phi=m\pi/6$ modulo $\pi$. For odd $m$ it also demands $P=-P$, which is excluded. So $m$ is even, $\phi$ is a multiple of $\pi/3$, and repeated use of $R$ gives

$$\phi_n=\frac{n\pi}3,\qquad P_n=(-1)^nP_0 .$$

The odd reflections describe the other case: six states at odd multiples of $\pi/6$ must be nonpolar. These are the two outcomes found from the sign of $A$, now without any expansion. Symmetry does not choose between them. Nor does it exclude twelve ground states at general phases, which an energy with further harmonics could have.

For the vortex, let $P$ be a continuous function $p(Q,\phi)$ of the local distortion that respects the symmetry, with $p(Q,0)>0$ for the amplitudes met on the loop. The choice of positive sign is a convention. Then $R$ gives

$$p(Q,\phi+\pi/3)=-p(Q,\phi)\quad\Rightarrow\quad \operatorname{sign}p(Q,n\pi/3)=(-1)^n .$$

On a loop of winding $w$, the continuous phase passes through $6|w|$ successive intervals between multiples of $\pi/3$. Across each, $p$ goes from one sign to the other, so it must vanish in between. At least $6|w|$ sign changes follow, whatever the energy of the walls. Random smooth loops in the model gave minimum counts of 0, 6 and 12 for windings 0, 1 and 2.

The sign changes become boundaries of six extended domains if the loop lies mostly in ground states and each wall joins neighbouring phases. Each wall then changes $n$ by $\pm1$, these changes add to $6w$, and for $w=1$ the smallest set is six steps of $+1$. This is the same ring of domains as before.

Continuity also fixes the core. If $Q$ were nonzero everywhere inside the loop, the loop could be shrunk to a point while its winding, an integer that varies continuously, stayed constant. But on a sufficiently small loop $\psi$ is nearly constant and its winding is zero. Hence $Q=0$ somewhere inside whenever $w\ne0$. In three dimensions this zero is generally a line.

The converse fails. A loop crossing a stripe can go from $n=0$ to $n=1$ and back: $P$ alternates, but $w=0$. Even six domains of alternating sign do not prove a vortex, since their phases could go forward three steps and return. The sequence of trimer phases must be known.

## What each derivation assumes

Both derivations assume the same three crystal operations and a loop on which $Q$ does not vanish. They differ in what they add.

The energy derivation adds a truncated polynomial with definite signs. In return it decides whether the states are polar, through $A$ and the comparison of $h_+$ with $h_-$. It gives $P_0$, the $3/2$ law at a continuous onset, and the width and energy of a wall. Its wall results further assume fixed $Q$, slow variation, and no separate gradient energy for $P$. The first of these costs 2% of the wall energy in the numerical case; the other two were not assessed there.

The symmetry derivation needs no expansion, so terms such as $P^4$ or $PQ^5\cos3\phi$ cannot spoil the alternation as long as six polar ground states remain. But it takes their number and their polarity as input, and it gives no magnitudes.

The sharpest difference concerns walls. Three walls with phase steps of $2\pi/3$ would also add up to one turn, and would join domains $0,2,4$, all with the same $P$. Symmetry permits these three as end states. If $P$ follows the phase, it must reverse inside each such wall, but symmetry does not say that the reversed region widens into a domain. The energy argument says so at fixed amplitude, and the relaxation with free $Q$ shows it for the chosen parameters. For an anisotropy strong enough to make the amplitude softer than the phase, the walls can bind in pairs and the reversed region stays thin. That case, a different gradient energy, or pinning by defects would need its own calculation.

Neither derivation includes the electric field of bound charge where $P$ meets a surface or a tilted wall. Such a field can change domain widths and, if strong enough, the preferred state. A uniform applied field $E$, entering as $-EP$ in suitable units, breaks the operation $R$: even and odd domains then differ in energy, and one set widens at the expense of the other. While the winding persists, the phase must still pass through all six values, so the unfavoured domains can narrow but their phases cannot be skipped.

## Table of computed values

```
a = -2.0 eV/A^2, b = 2.0 eV/A^4, c = 1.0 eV/A^6, c' = 0.2 eV/A^6
g = 1.0 eV/A^4, g' = 4.0 eV/A^4, a_P = 1.0 eV/A^2, s = 10.0 eV
effective charge = 10.0 e, cell volume = 400.0 A^3
invariants linear in P, order 0..3 in Q: [0, 0, 0, 1]
invariants of Q alone, order 1..6: [0, 1, 0, 1, 0, 2]
Q0 = 0.8900 A, q0 = Q0^2 = 0.7921 A^2
chi = a_P + g' Q0^2 = 4.1684 eV/A^2
A = 0.02664 eV/A^6, P0 = 0.1691 A
polarization = 6.77 microcoulomb/cm^2
direct minimization: n, phi (deg), P (A), u0 u1 u2 (A)
  0    0.0 +0.1691  +0.890 -0.445 -0.445
  1   60.0 -0.1691  +0.445 -0.890 +0.445
  2  120.0 +0.1691  -0.445 -0.445 +0.890
  3  180.0 -0.1691  -0.890 +0.445 +0.445
  4  240.0 +0.1691  -0.445 +0.890 -0.445
  5  300.0 -0.1691  +0.445 +0.445 -0.890
nonpolar check at c' = 0.6 eV/A^6: max |P| = 0.0000 A
equal-energy threshold c' = 0.3641 eV/A^6
nonpolar states locally stable above c' = 0.3583 eV/A^6
polar states locally stable below c' = 0.3703 eV/A^6
barrier, Q fixed = 26.48 meV per cell
barrier, Q relaxed = 25.91 meV per cell
onset exponent of P in (-a) = 1.4995
wall length l = 4.076 A
wall energy, formula = 0.4318 eV A per cell = 17.30 mJ/m^2
wall energy, numerical at fixed Q = 0.4318 eV A per cell
largest wall profile error / P0 = 0.00011
wall energy, Q relaxed = 0.4228 eV A per cell = 16.93 mJ/m^2
smallest Q in relaxed wall = 0.8669 A
2pi/3 wall: width of reversed P, start = 2.5 A, end = 49.5 A
2pi/3 wall: P in the opened domain = -0.1691 A
ring energy / (6 sigma) at radius 10 A = 1.2682
ring energy / (6 sigma) at radius 30 A = 1.0017
fewest sign changes of P on random loops, winding 0, 1, 2: [0, 6, 12]
vortex: loop radius = 25 A, winding = 1.0000
vortex: domain order n = [1, 2, 3, 4, 5, 0]
vortex: peak P (A) = -0.1690 +0.1690 -0.1689 +0.1690 -0.1690 +0.1689
vortex: smallest Q on the grid near the core = 0.0000 A
```
